# Does polaron formation shift the whole electron-addition spectrum?

**The argument under review**

The submission considers an electron added to an empty, narrow-band oxide film. Its reasoning has three steps. The electron couples to the lattice and forms a polaron whose energy lies $\Delta$ below the bare band. Every final state contains this dressed electron. The addition spectrum at each momentum should therefore be the bare spectrum moved down by $\Delta$, with some broadening. As support, the submission reports a calculated spectrum, collected up to a finite energy, whose centroid does lie below the band energy.

The first step is sound if $\Delta$ is allowed to depend on momentum: in the chain treated below it is about 0.12 eV at $k=0$ and 0.46 eV at $k=\pi$. The question is whether the third follows from it, and what the reported centroid shows.

**The model and the quantity in dispute**

The submission uses the Holstein model, with $\hbar=1$:

$$H=\sum_k\varepsilon_k c_k^\dagger c_k+\Omega\sum_i b_i^\dagger b_i+g\sum_i n_i(b_i+b_i^\dagger).$$

Here $\Omega$ is the phonon energy, $g$ the coupling, and $n_i=c_i^\dagger c_i$. There are $N$ sites with periodic boundaries, and $c_k^\dagger=N^{-1/2}\sum_i e^{ikR_i}c_i^\dagger$. The on-site energy is zero, so $\varepsilon_k$ averages to zero over the band. The initial state $|0\rangle$ has no electron and no phonon, and its energy is the zero of energy. The band energy $\varepsilon_k$ thus belongs to the undistorted lattice.

With $|k\rangle=c_k^\dagger|0\rangle$ and eigenstates $H|f\rangle=E_f|f\rangle$, the addition spectrum is

$$A(k,\omega)=\sum_f|\langle f|k\rangle|^2\,\delta(\omega-E_f).$$

A rigid shift by $-\Delta$ would move its mean by $-\Delta$, so the mean decides the matter. The eigenstates are complete, hence

$$M_n(k)=\int\omega^nA(k,\omega)\,d\omega=\sum_f\langle k|f\rangle E_f^n\langle f|k\rangle=\langle k|H^n|k\rangle .$$

For $n=0$ this gives total weight 1. For $n=1$ we need $H|k\rangle$. The phonon energy gives zero, and $b_i$ annihilates the vacuum, which leaves

$$H|k\rangle=\varepsilon_k|k\rangle+|\varphi_k\rangle,\qquad |\varphi_k\rangle=\frac{g}{\sqrt N}\sum_i e^{ikR_i}c_i^\dagger b_i^\dagger|0\rangle .$$

The state $|\varphi_k\rangle$ contains one phonon and $|k\rangle$ contains none, so they are orthogonal. Therefore

$$M_1(k)=\varepsilon_k$$

for every $k$ and every $g$. The mean does not move, and the third step of the argument fails.

**Where the inference breaks**

The limit of zero hopping shows what is right in the second step and what is missing from it. For an electron on one site, completing the square gives

$$\Omega b^\dagger b+g(b+b^\dagger)=\Omega B^\dagger B-\frac{g^2}{\Omega},\qquad B=b+\frac g\Omega .$$

With $S=g^2/\Omega^2$, the energies are $(n-S)\Omega$. The whole ladder of levels is indeed lowered by $S\Omega$. The initial state, however, is the vacuum of $b$, not of $B$. It obeys $B|0\rangle=(g/\Omega)|0\rangle$, so it is a coherent state of the displaced oscillator, and the line weights are Poissonian:

$$w_n=e^{-S}\frac{S^n}{n!},\qquad \sum_n w_n(n-S)\Omega=(S-S)\Omega=0 .$$

The levels go down, but the weight climbs the ladder by $S$ steps on average, and the two effects cancel. Addition is vertical: the electron arrives while the lattice is still undistorted. The relaxation energy is not to be subtracted again from each part of the spectrum.

Weak coupling shows the same balance with hopping present. Take $k=0$ at the band minimum. The coupling connects $|k=0\rangle$ to states with electron momentum $q$ and one phonon of momentum $-q$, each with matrix element $g/\sqrt N$. These states lie higher by $D_q=\Omega+\varepsilon_q-\varepsilon_0>0$. Second-order perturbation theory lowers the edge by

$$\Delta\simeq\frac{g^2}{N}\sum_q\frac1{D_q}.$$

Each one-phonon line acquires weight $g^2/(ND_q^2)$ at a distance $D_q$ above $\varepsilon_0$. Its contribution to the mean is the product, $g^2/(ND_q)$. Summed over $q$, this is $+\Delta$, which cancels the lowering of the main line at order $g^2$.

**What coupling does change**

Since $(H-\varepsilon_k)|k\rangle=|\varphi_k\rangle$, the variance is

$$\mu_2=\langle\varphi_k|\varphi_k\rangle=\frac{g^2}{N}\sum_i1=g^2,$$

because states with the electron and phonon on different sites $i$ are orthogonal. The third central moment is $\mu_3=\langle\varphi_k|(H-\varepsilon_k)|\varphi_k\rangle$. The phonon energy contributes $g^2\Omega$. The coupling changes the phonon number by one, so it has no expectation value here. A hop takes the electron away from its phonon, which gives a state orthogonal to every term in $|\varphi_k\rangle$. The on-site energy is zero. Thus

$$\mu_3=g^2(\Omega-\varepsilon_k).$$

Now let the lowest line have weight $Z<1$ and energy $\varepsilon_k-\Delta$, and let the other lines have mean $\bar E$. The fixed mean requires

$$Z(\varepsilon_k-\Delta)+(1-Z)\bar E=\varepsilon_k
\quad\Rightarrow\quad
\bar E=\varepsilon_k+\frac{Z\Delta}{1-Z}.$$

If the polaron line lies below the band energy, the rest of the spectrum must on average lie above it.

The variance also limits how much weight the polaron line can carry. The mean square distance of the other lines from $\varepsilon_k$ is at least the square of their mean distance, so

$$g^2\ge Z\Delta^2+(1-Z)\left(\frac{Z\Delta}{1-Z}\right)^2=\frac{Z\Delta^2}{1-Z},
\qquad\text{hence}\qquad Z\le\frac{g^2}{g^2+\Delta^2}.$$

**A numerical case**

Consider a chain with $\varepsilon_k=-2t\cos k$, the lattice spacing being the unit of length. Take $t=0.10$ eV, $\Omega=0.10$ eV and $g=0.15$ eV. I diagonalized a four-site ring at fixed total momentum, keeping all states with at most 12 phonons.

At $k=0$ the band energy is $-0.200$ eV and the lowest line is at $-0.3165$ eV, so $\Delta=0.1165$ eV. Its weight is $Z=0.4105$. The other lines must then have the mean

$$\bar E=-0.200+\frac{0.4105\times0.1165}{0.5895}=-0.200+0.081=-0.119\ \text{eV}.$$

Direct summation over those lines gives the same value. A rigid shift would have put the mean of the full spectrum at $-0.317$ eV; it stays at $-0.200$ eV. The bound gives $Z\le0.62$, well above the actual weight.

Ring size affects the edge slightly. An eight-site ring with at most 10 phonons gives $-0.3144$ eV and $Z=0.429$. The edge is therefore near $-0.314$ eV for this chain, while the mean is independent of size.

With $t$ and $\Omega$ held fixed on the four-site ring, raising $g$ from 0.05 to 0.20 eV moves the lowest line from $-0.212$ to $-0.439$ eV. Its weight falls from 0.92 to 0.10. The mean remains at $-0.200$ eV throughout: as the polaron becomes more strongly bound, its line carries less of the spectrum.

**The centroid offered as evidence**

An unchanged mean does not imply equal weights on its two sides. In the example at $k=0$, 74% of the weight lies below the band energy. The remaining 26% must therefore lie, on average, $0.736/0.264\simeq2.8$ times as far from it. The third moment, $0.0225\times0.30=0.00675\ \text{eV}^3$, is positive, as expected for a long upper tail. At $k=\pi$, where $\varepsilon_k=0.20$ eV, it is $-0.00225\ \text{eV}^3$, and 43% of the weight lies below the band energy. These fractions are for the four-site ring with at most 12 phonons. On rings of up to ten sites the first changes by less than one percentage point. The second is sensitive to the phonon cutoff: it becomes 45% on the same ring with 16 phonons, and on ten sites it is 47% with 8 phonons and 43% with 10.

This tail can produce a centroid of the kind reported. Suppose the $k=0$ spectrum is collected only up to $0.05$ eV, which is $0.25$ eV above the band energy. The window holds 93% of the weight, and the mean inside it, normalized to that weight, is $-0.231$ eV; on six- and eight-site rings it is $-0.230$ eV. The apparent shift of $-0.031$ eV comes from discarding the upper 7%. Any cutoff that removes weight above the mean has an effect of this sign. Here 99.9% of the weight is reached between $0.59$ and $0.60$ eV, depending on ring size and phonon cutoff, or about $0.8$ eV above the band minimum. A windowed centroid below $\varepsilon_k$ therefore does not by itself show a shift. To recover $\varepsilon_k$ closely, the window must take in nearly all of this tail.

**Conditions under which the mean does move**

The proof uses an interaction linear in lattice displacement and an initial lattice whose mean displacement is zero. The following changes separate harmless departures from harmful ones.

*Temperature.* Let the empty lattice start in a phonon-number state $|m\rangle$, and measure each line from that state's energy. The coupling adds $(g/N)\sum_i\langle m|(b_i+b_i^\dagger)|m\rangle=0$ to the mean. A thermal average therefore leaves it at $\varepsilon_k$. The variance becomes $g^2\langle(b_i+b_i^\dagger)^2\rangle=g^2(2n_B+1)$, with $n_B$ the Bose occupation. At 300 K, $n_B=0.021$, and the rms width rises from 0.150 to 0.153 eV.

*Quadratic coupling.* A term $g_2n_i(b_i+b_i^\dagger)^2$ has vacuum expectation value $g_2$ and shifts the mean by that amount. It also changes the phonon energy on an occupied site to $\Omega'=\sqrt{\Omega^2+4g_2\Omega}$. A 10% stiffening corresponds to $g_2=\Omega(1.1^2-1)/4=0.005$ eV.

*Electrons already present.* In a stationary state $\langle[b_i,H]\rangle=0$, so $\Omega\langle b_i\rangle+g\langle n_i\rangle=0$. With $n$ electrons per site, the average displacement is $\langle b+b^\dagger\rangle=-2gn/\Omega$. The relevant spectrum now combines addition with removal, and its mean is

$$\langle\{[c_k,H],c_k^\dagger\}\rangle=\varepsilon_k+g\langle b+b^\dagger\rangle=\varepsilon_k-\frac{2g^2n}{\Omega}.$$

For $n=0.01$ the shift is $-0.0045$ eV. This expression omits repulsion between electrons.

*Static disorder.* Site energies that average to zero over the sample add nothing to the mean. Their variance adds to $g^2$, because the disorder term creates no phonon and is orthogonal to $|\varphi_k\rangle$. An rms disorder of 0.10 eV gives a total width of $\sqrt{0.15^2+0.10^2}=0.18$ eV.

**Relevance to an oxide film**

The parameters are illustrative and are not fitted to a material. Titanium dioxide shows how far they are from a real film. Its highest optical phonons do lie near 0.10 eV, but its crystalline conduction band has a width of order 1 eV or more, against $4t=0.40$ eV for the chain. Dimension matters for the edge: with $t$, $\Omega$ and $g$ unchanged, the second-order lowering is 0.101 eV for the chain and 0.038 eV for a simple cubic lattice. The coupling to polar phonons in such an oxide is also long-ranged, not confined to one site. If it is linear in the displacements it still leaves the mean fixed, but the width and the polaron weight need not follow the values found here. Real films also have several overlapping titanium $d$ bands, so a spectrum extending 0.80 eV above one band minimum will generally include weight from others. A measured centroid must then be separated by orbital before it is compared with this one-band result, and the model does not say how large that correction is.

**Recommendation**

The claim of a rigid shift should be withdrawn. At momenta where a separate polaron line exists, the submission may keep its energy as the lower edge of the zero-temperature addition spectrum. At finite temperature, absorption of phonons already present puts some weight below it. It should report the weight of that line and the spectrum above it, and compare the centroid with $\varepsilon_k$ after the upper tail has been included. Far from the band minimum the line may be faint or absent. In the chain it carries only 2% of the weight at $k=\pi$. On a simple cubic lattice with the same parameters and one phonon kept, it separates from the electron-plus-phonon continuum only for $\varepsilon_k-\varepsilon_0<0.16$ eV, about 4% of the zone; elsewhere that continuum forms the edge.
